# Onset of In-Plane Polarization in Ferroelectric–Paraelectric Superlattices

A stack of thin ferroelectric and paraelectric layers has an ordering temperature that neither of two simple estimates gives. One may treat each ferroelectric layer as bulk material, or average the two materials as if the polarization were uniform. For the 4.0 nm and 1.6 nm layers computed below, the first estimate gives 400 K and the second about 241 K, while the model itself gives 347 K. The first ignores the energy needed to bend the polarization down towards the paraelectric layers; the second forbids it to bend at all. The correct threshold follows from letting the polarization choose its own profile.

Let $z$ be the stacking direction and let the polarization $P(z)$ point along the in-plane direction $x$. Ferroelectric layers (index $f$) have thickness $d_f$, paraelectric layers (index $p$) have thickness $d_p$, and the period is $L=d_f+d_p$. In mean-field theory the free energy per unit area is

$$F=\int\left[\frac{a(z)}2P^2+\frac{b(z)}4P^4+\frac g2\left(\frac{dP}{dz}\right)^2\right]dz .$$

In layer $i$ the coefficient is $a_i=\alpha_i(T-T_i)$, with $\alpha_i>0$ and $T_p<T_f$. The stiffness $g>0$ is the same in both materials, and the interfaces carry no energy of their own. The coefficients are those of layers held at the in-plane strain of the stack, so they already contain its elastic effect. For the present $b>0$.

No electrostatic term appears, for a reason specific to this geometry. The bound charge density is $-\nabla\cdot\mathbf P=-\partial P/\partial x=0$, because $P$ varies only along $z$. The in-plane electric field is continuous across the interfaces, and it vanishes if the stack is short-circuited or so wide that charges at its lateral ends have no effect. A polarization along $z$ that varied with $z$ would instead carry the bound charge density $-dP/dz$, and the field of that charge would add to the energy.

The state $P=0$ is stable against small disturbances as long as the quadratic part of the energy,

$$F_2=\frac12\int\left[g\,(P')^2+a(z)P^2\right]dz,$$

is positive for every nonzero $P$. To find its lowest value at fixed $\int P^2dz$, we make $F_2-\frac\lambda2\int P^2dz$ stationary. Varying $P$ and integrating the gradient term by parts gives

$$-gP''+a(z)P=\lambda P .$$

Multiplying by $P$ and integrating shows that $F_2=\frac\lambda2\int P^2dz$ for such a solution. Stability is therefore lost when the lowest eigenvalue $\lambda_0$ falls to zero. Because each $\alpha_i$ is positive, $F_2$ increases with temperature for every fixed $P$, and so does $\lambda_0$. There is thus one threshold temperature, $T_c$.

A jump in $P$ would cost infinite gradient energy, so $P$ is continuous. Integrating the eigenvalue equation over a vanishingly thin slice around an interface leaves no contribution from the finite terms $aP$ and $\lambda P$, so $gP'$ is continuous. With equal $g$ on both sides, $P'$ is continuous too.

The symmetry of the lowest mode can be proved. Take a stack of $N$ periods closed periodically. Replacing $P$ by $|P|$ changes neither $P^2$ nor, except at isolated points, $(P')^2$. Hence if $P$ is a lowest mode, so is $|P|$, and it obeys the same equation with a continuous derivative. If $|P|$ touched zero somewhere, it would have a minimum there, so its value and slope would both vanish, and the second-order equation would force it to vanish everywhere. The lowest mode therefore has no zeros. It is also unique up to a factor, since two independent lowest modes could be combined into one that vanishes at a chosen point. A shift by $L$, or a reflection about any layer centre, leaves $a(z)$ unchanged and so must turn the mode into a multiple of itself. The multiple is positive because the mode has one sign, and it is 1 because repeated shifts or reflections restore the mode. The lowest mode thus has the period of the stack and is even about every layer centre.

At threshold $\lambda_0=0$ and $gP''=aP$. Integrating over one period gives

$$\int_0^L a(z)P\,dz=g\left[P'\right]_0^L=0 .$$

Since $P$ has one sign, $a$ must be negative in one material and positive in the other. With $T_p<T_f$ this means $T_p<T_c<T_f$, and we can define two real wave numbers,

$$k^2=-\frac{a_f}{g}=\frac{\alpha_f(T_f-T)}g,\qquad q^2=\frac{a_p}{g}=\frac{\alpha_p(T-T_p)}g .$$

Place $z=0$ at the centre of a ferroelectric layer. The next paraelectric layer is centred at $z=L/2$. The even solutions of $P''=-k^2P$ and $P''=q^2P$ are

$$P=A\cos kz\quad\text{(ferroelectric)},\qquad P=B\cosh\left[q\left(z-\tfrac L2\right)\right]\quad\text{(paraelectric)}.$$

At the interface $z=d_f/2$ the argument of the hyperbolic cosine is $-qd_p/2$. With $u=kd_f/2$ and $v=qd_p/2$, continuity of $P$ and of $P'$ reads

$$A\cos u=B\cosh v,\qquad -kA\sin u=-qB\sinh v .$$

The minus sign on the right comes from $\sinh(-v)=-\sinh v$. Dividing the second equation by the first removes the amplitudes:

$$\boxed{k\tan\frac{kd_f}{2}=q\tanh\frac{qd_p}{2}},\qquad 0<\frac{kd_f}2<\frac\pi2 .$$

The range of $kd_f/2$ is part of the result: it keeps $\cos kz$ positive throughout the layer. Conversely, a root in this range gives a positive solution with $\lambda=0$. Modes with different eigenvalues are orthogonal, and two positive functions cannot be, so this solution is the lowest mode. The equation fixes the threshold temperature; it is not a relation obeyed at all temperatures.

It has one root. On cooling from $T_f$, $k$ grows from zero, so the left side rises from zero. At the same time $q$ shrinks and the right side falls. Either the left side diverges, at $kd_f=\pi$, or the right side reaches zero first, at $T=T_p$. In both cases the sides have crossed once. This also bounds the reduction of the ordering temperature:

$$T_f-T_c<\frac{\pi^2g}{\alpha_fd_f^2}.$$

The bound is the value for a layer with $P=0$ forced at both faces. A thicker ferroelectric layer raises the left side at given $T$ and therefore raises $T_c$; a thicker paraelectric layer raises the right side and lowers it.

The other modes show what the chosen root leaves out. Within a layer, the pair $(P,P')$ is carried from one face to the other by

$$M_f=\begin{pmatrix}\cos2u&\frac{\sin2u}{k}\\-k\sin2u&\cos2u\end{pmatrix},\qquad
M_p=\begin{pmatrix}\cosh2v&\frac{\sinh2v}{q}\\q\sinh2v&\cosh2v\end{pmatrix}.$$

Both determinants are 1. A mode that gains a phase $\theta$ per period has $M_pM_f$ eigenvalues $e^{\pm i\theta}$, so

$$2\cos\theta=\operatorname{tr}(M_pM_f)=2\cos2u\cosh2v+\left(\frac qk-\frac kq\right)\sin2u\sinh2v .$$

Put $x=\cos u\sinh v$ and $y=\sin u\cosh v$. From $\cos2u=1-2\sin^2u$ and $\cosh2v=1+2\sinh^2v$,

$$\cos2u\cosh2v-1=2\sinh^2v-2\sin^2u-4\sin^2u\sinh^2v=2(x^2-y^2),$$

and $\sin2u\sinh2v=4xy$. For a periodic mode, $\theta=0$, the condition becomes

$$0=4\left[x^2+\left(\frac qk-\frac kq\right)xy-y^2\right]=4\left(x-\frac kq\,y\right)\left(x+\frac qk\,y\right).$$

The first factor vanishes when $k\tan u=q\tanh v$, which is the condition found above. The second gives $k\cot u=-q\coth v$, the modes odd about the layer centres. They need a negative cotangent, hence $u>\pi/2$ and a lower temperature.

Neighbouring ferroelectric layers may also point in opposite directions. The profile is then odd in the paraelectric layer, $P=B\sinh[q(z-L/2)]$, and matching gives $A\cos u=-B\sinh v$ and $-kA\sin u=qB\cosh v$, so that

$$k\tan u=q\coth v .$$

Since $\coth v>\tanh v$, this antiphase order also sets in at a lower temperature. The gap between the two thresholds measures the coupling of the ferroelectric layers through the paraelectric ones.

Two limits recover the simple estimates and show where they apply. If both layers are thin, $u\ll1$ and $v\ll1$, then $\tan u\approx u$ and $\tanh v\approx v$, and the condition becomes $k^2d_f=q^2d_p$. Inserting the definitions,

$$\alpha_f(T_f-T_c)d_f=\alpha_p(T_c-T_p)d_p,\qquad
T_c=\frac{\alpha_fd_fT_f+\alpha_pd_pT_p}{\alpha_fd_f+\alpha_pd_p}.$$

The profile is then nearly flat. The average is weighted by $\alpha_id_i$, not by thickness alone.

In the opposite limit the ferroelectric layer is thick, so that $k$ is small compared with $Q=q\tanh v$. From $\tan u=Q/k$ we get $u=\pi/2-\arctan(k/Q)\approx\pi/2-k/Q$. Multiplying by 2 and using $u=kd_f/2$,

$$k\left(d_f+\frac2Q\right)\approx\pi,\qquad T_f-T_c\approx\frac{\pi^2g}{\alpha_f(d_f+2/Q)^2}.$$

The layer behaves as if the polarization vanished a distance $1/Q$ beyond each face. If the paraelectric layer is also thick, $Q\approx q$.

For numbers, take $T_f=400$ K, $T_p=30$ K and $g=1.0\times10^{-10}$ J m³/C². Curie constants $C_f=1.5\times10^5$ K and $C_p=8.0\times10^4$ K give, through $\alpha_i=1/(\varepsilon_0C_i)$, the values $\alpha_f=7.53\times10^5$ and $\alpha_p=1.41\times10^6$ J m/(C² K). The thicknesses are $d_f=4.0$ nm and $d_p=1.6$ nm. The bound places $T_c$ above 318 K, and a numerical root search between there and 400 K gives

$$T_c=347.1\ \text{K}\quad(74\ ^\circ\text{C}).$$

At this temperature

$$k=\sqrt{\frac{7.53\times10^5\times52.9}{10^{-10}}}\ \text{m}^{-1}=0.631\ \text{nm}^{-1},\qquad
q=\sqrt{\frac{1.412\times10^6\times317.1}{10^{-10}}}\ \text{m}^{-1}=2.116\ \text{nm}^{-1},$$

so $u=1.262$ and $v=1.693$. Both sides of the condition equal 1.977 nm⁻¹. The thick-layer formula with $Q=1.977$ nm⁻¹ gives $k\approx\pi/(4.0+1.01)=0.627$ nm⁻¹ and a drop of 52.2 K, about 1% less than the full 52.9 K.

Relative to the centre of the ferroelectric layer, the mode has fallen to $\cos u=0.30$ at the interface and to $\cos u/\cosh v=0.11$ at the centre of the paraelectric layer. Little polarization crosses, and the coupling is accordingly weak: antiphase order would set in at 344.6 K, only 2.6 K lower. Modes odd about the centre of the ferroelectric layer lie far below: the antiphase one, with $k\cot u=-q\tanh v$, at 207 K, and the periodic one, with $k\cot u=-q\coth v$, at 188 K.

With $d_p$ fixed at 1.6 nm, ferroelectric layers of 2, 3, 4, 6 and 8 nm give $T_c=264$, 319, 347, 373 and 384 K. With $d_f$ fixed at 4 nm, paraelectric layers of 0.8, 1.6 and 4.0 nm give 353, 347 and 346 K. The second series levels off because $\tanh v$ approaches 1 once $d_p$ is several times $1/q=0.47$ nm. In this model, and at these parameters, the ferroelectric thickness is therefore the stronger control.

Below $T_c$ the quartic term limits the amplitude. Write $P=A\varphi(z)$, with $\varphi$ the threshold mode scaled to 1 at its maximum. At $T_c$ its quadratic energy is zero; at another temperature $a$ has changed by $\alpha(T-T_c)$, so

$$F=\frac{A^2}2(T-T_c)\int\alpha\varphi^2dz+\frac{A^4}4\int b\varphi^4dz,\qquad
A^2=(T_c-T)\frac{\int\alpha\varphi^2dz}{\int b\varphi^4dz},$$

where the second equation follows from $dF/dA=0$ with $A\ne0$. This is the leading result close to $T_c$, where the shape of the profile has not yet changed. Above $T_c$, both $F_2$ and the quartic energy are positive for every nonzero $P$, so the ordered state cannot exist as a lower minimum. For $b>0$ the threshold is thus a continuous transition.

With $b_f=1.2\times10^9$ and $b_p=6.0\times10^9$ J m⁵/C⁴, the formula gives 2.92 µC/cm² at the ferroelectric centre 1 K below $T_c$. At 300 K, minimizing the full energy on a grid of 0.01 nm by Newton's method gives 19.7 µC/cm² there and 2.8 µC/cm² at the paraelectric centre. A bulk ferroelectric with the same coefficients would have $\sqrt{-a_f/b_f}=25.0$ µC/cm².

If $b_f$ is negative, the boxed equation still marks where $P=0$ becomes unstable, but order may appear earlier. Reverse the sign of $b_f$ and add a stabilizing energy $cP^6/6$ with $c=4\times10^{10}$ J m⁹/C⁶. At 2 K above the threshold, the profile $A\varphi$ with the best amplitude then has a mean energy density of $-3.0\times10^4$ J/m³, below that of $P=0$. The transition is then of first order and lies above the calculated threshold.

The parameters are round values in the rough regime of barium titanate and strontium titanate, and strain is where the real pair departs most from them. In-plane stress $\sigma$ adds $-(Q_{11}+Q_{12})\sigma P^2$ to the energy, with $Q_{ij}$ the electrostriction constants. A biaxial strain $\eta$ produces $\sigma=\eta/(s_{11}+s_{12})$, with $s_{ij}$ the compliances, and hence

$$\Delta a=-\frac{2(Q_{11}+Q_{12})\,\eta}{s_{11}+s_{12}} .$$

With rough values $Q_{11}+Q_{12}=0.07$ m⁴/C² and $s_{11}+s_{12}=5.6\times10^{-12}$ Pa⁻¹ in both layers, a tensile strain of 0.1% raises $T_c$ by 33 K. The two titanates differ in lattice constant by roughly 2%, so in a coherent stack they cannot both be unstrained, as 400 K and 30 K together suppose. If barium titanate is unstrained, the strontium titanate is stretched by about 2%, and the linear estimate raises $T_p$ by some 350 K, so that it would hardly count as paraelectric. On a strontium titanate substrate, barium titanate is instead compressed, which works against in-plane polarization. A prediction for a real stack must start from $T_f$ and $T_p$ at its actual strain. Barium titanate free of clamping also has a first-order transition, so the sign of $b_f$ must be established for the clamped layer.

Other omissions are smaller here, but not all are negligible. With unequal stiffness, continuity of $gP'$ changes the condition to $g_fk\tan u=g_pq\tanh v$, each wave number using its own $g$; $g_p=1.5g_f$ lowers $T_c$ by 2.7 K. The decay length $1/q$ is barely longer than a lattice cell, which strains the continuum description. Replacing $P''$ by differences between cells 0.4 nm apart and solving the resulting matrix problem raises $T_c$ by 2.1 K. Spreading each interface linearly over 0.4 nm lowers it by 1.1 K. A flexoelectric energy $-h\gamma P'$, with shear strain $\gamma$ free to relax against $\mu\gamma^2/2$, reduces $g$ by $h^2/\mu$. For $h=1$ V and $\mu=10^{11}$ Pa this is 10%, and $T_c$ rises by 4.0 K.

Finite width brings back the depolarizing field. Treat 18 periods, 1 mm wide, as a flat ellipsoid of thickness $t$ and width $W$, with depolarizing factor $N\approx\pi t/(4W)=7.9\times10^{-5}$. If the stack is not short-circuited, the field $-N\langle P\rangle/\varepsilon_0$, where $\langle P\rangle$ is the mean polarization, lowers the threshold of a single domain by 8.9 K. The figure depends on the shape: a square slab with flat ends, polarized uniformly across its width, has $N\approx3.2\times10^{-4}$ and a drop of about 35 K. Stripes of alternating sign, with walls parallel to $P$, create no charge inside the stack. A modulation of wave number $\kappa$ across them adds $g\kappa^2$ to $a$, if $g$ also governs this direction. For stripes 100 nm wide, $\kappa=\pi/(100\ \text{nm})$, and the cost is 0.13 K. The field remaining near flat ends costs about 2.9 K if this sinusoidal modulation keeps its full amplitude up to the ends, but only about $10^{-3}$ K if the amplitude tapers to zero there as $\cos(\pi x/W)$. Either total is below the cost of a single domain, so on this estimate an unscreened stack orders in stripes. These figures assume vacuum around the stack and a polarization confined to $x$; a polarizable substrate or a second in-plane component would change them.

The outermost layer can matter more. A free surface without surface energy requires $P'=0$, the same condition as at a mirror plane. A 4 nm ferroelectric layer at the surface therefore acts like half of an 8 nm layer. For 18 periods ending in such a layer, the lowest mode on a grid sets in 36 K above the value for the infinite stack, close to the 384 K found for 8 nm layers. If both ends are full paraelectric layers, the change is only −0.02 K. The boxed condition thus describes the first ordering of a finite stack only if its surfaces do not favour polarization.

Mean-field theory itself fails close to $T_c$. Fluctuations shift $a$ by $3b\langle P^2\rangle$. In a bulk one-component model, the part of $\langle P^2\rangle$ that depends on $a$ is $-k_BT\sqrt a/(4\pi g^{3/2})$. Setting the size of the shift equal to $a$ gives

$$a=\frac{1}{g^3}\left(\frac{3b_fk_BT_c}{4\pi}\right)^2,$$

which corresponds to about 2.5 K. This bulk figure is too small for the stack. Its weakly coupled layers fluctuate almost in two dimensions, and the same criterion applied to the modes of the stack gives roughly 20 K when the shift is weighted with $\varphi^2$, and about 30 K when it is taken at the centre of the ferroelectric layer. Both figures ignore the long-range dipolar forces. They indicate the temperature range in which the square-root growth of $P$ should not be trusted, so the amplitude quoted above for 1 K below $T_c$ is only a mean-field value.
